# Energy-current bound on the Drude weight of interacting spinless fermions: verification in Python

```python
# RESULT UNDER TEST: for the periodic spinless-fermion chain
#   H = sum_j h_j,  h_j = -t (c+_{j+1} c_j + h.c.) + V (n_j-1/2)(n_{j+1}-1/2)
# the energy current JE is conserved and bounds the Drude weight D from below:
#   D >= B = (beta/2L) <J JE>^2 / <JE^2>,   Re sigma = 2 pi a D delta(omega) + ...
# B > 0 at high temperature for density n != 1/2, and B = 0 at n = 1/2.
# Symbols: J particle current, L sites, beta = 1/kT, m = n-1/2, q = n(1-n),
# a lattice constant; hbar = 1 in the algebra, energies in eV in the example.
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import logsumexp


def comm(x, y):
    return x @ y - y @ x


def dag(x):
    return x.conj().T


def fermions(L):
    """Annihilation operators on the full Fock space."""
    lower, z, one = np.array([[0, 1], [0, 0]]), np.diag([1, -1]), np.eye(2)
    ops = []
    for j in range(L):
        op = np.eye(1)
        for i in range(L):
            op = np.kron(op, z if i < j else lower if i == j else one)
        ops.append(op.astype(complex))
    return ops


def ring(c, t, V):
    """Local energies, local currents and centred densities."""
    L = len(c)
    dens = [dag(x) @ x - 0.5 * np.eye(len(x)) for x in c]
    h, cur, je, kin = [], [], [], []
    for j in range(L):
        A = dag(c[(j + 1) % L]) @ c[j]
        kin.append(A + dag(A))
        h.append(-t * kin[j] + V * dens[j] @ dens[(j + 1) % L])
        cur.append(1j * t * (A - dag(A)))
    for j in range(L):
        B2 = dag(c[(j + 1) % L]) @ c[j - 1]
        je.append(-1j * t**2 * (B2 - dag(B2))
                  + V * cur[j] @ (dens[j - 1] + dens[(j + 2) % L]))
    return h, cur, je, kin, dens


# ---------- operator identities on a six-site ring (t = 1) ----------
L6, t1, V1 = 6, 1.0, 0.7
c6 = fermions(L6)
h, cur, je, kin, dens = ring(c6, t1, V1)
H6, J6, JE6 = sum(h), sum(cur), sum(je)
flow = [1j * comm(h[j - 1], h[j]) for j in range(L6)]
assert np.allclose(sum(flow), JE6, atol=1e-12)
for j in range(L6):
    nxt = (j + 1) % L6
    assert np.allclose(1j * comm(H6, dens[j]), cur[j - 1] - cur[j])
    assert np.allclose(1j * comm(H6, h[j]), flow[j] - flow[nxt])
    X = [-t1 * (t1**2 + V1**2 / 4) * kin[i]
         + 2 * V1 * t1**2 * dens[i] @ dens[(i + 1) % L6] for i in (j, nxt)]
    assert np.allclose(comm(h[j] + h[nxt], comm(h[j], h[nxt])), X[1] - X[0])
conservation_error = np.linalg.norm(comm(H6, JE6)) / np.linalg.norm(JE6)
current_change = np.linalg.norm(comm(H6, J6)) / np.linalg.norm(J6)
assert conservation_error < 1e-12 and current_change > 0.1
assert np.linalg.norm(comm(H6, JE6 + V1 * J6)) > 0.1

# particle-hole exchange: H and JE even, J odd
holes = [(-1)**j * dag(c6[j]) for j in range(L6)]
hh, hcur, hje, _, _ = ring(holes, t1, V1)
assert np.allclose(sum(hh), H6) and np.allclose(sum(hje), JE6)
assert np.allclose(sum(hcur), -J6)


def overlap_hot(t, V, n):
    return 4 * V * t**2 * (n - 0.5) * n * (1 - n)


def norm_hot(t, V, n):
    m = n - 0.5
    return 2 * t**2 * n * (1 - n) * (t**2 + V**2 * (0.5 + 2 * m**2))


def product_state(density_ops, n):
    L = len(density_ops)
    number = np.real(np.diag(sum(density_ops))) + L / 2
    return n**number * (1 - n)**(L - number)


for n_test in (0.3, 0.5, 0.8):
    w = product_state(dens, n_test)
    ov = np.real(w @ np.diag(J6 @ JE6)) / L6
    nn = np.real(w @ np.diag(JE6 @ JE6)) / L6
    assert abs(ov - overlap_hot(t1, V1, n_test)) < 1e-12
    assert abs(nn - norm_hot(t1, V1, n_test)) < 1e-12


# ---------- number-resolved full diagonalization ----------
def chain(L, t, V):
    """Spectral data of J = iR and JE = iS (R, S real antisymmetric)."""
    every = np.arange(2**L)
    count = np.array([bin(s).count("1") for s in every])
    sectors = []
    for N in range(L + 1):
        states = every[count == N]
        size = len(states)
        occ = [((states >> j) & 1) - 0.5 for j in range(L)]
        K, R, S = (np.zeros((size, size)) for _ in range(3))

        def hop(to, source):
            cols = np.nonzero((occ[source] > 0) & (occ[to] < 0))[0]
            new = states[cols] ^ (1 << to) ^ (1 << source)
            lo, hi = min(to, source), max(to, source)
            between = (1 << hi) - (1 << (lo + 1))
            sign = 1.0 - 2.0 * (count[states[cols] & between] % 2)
            return np.searchsorted(states, new), cols, sign

        for j in range(L):
            r, s, sg = hop((j + 1) % L, j)
            K[r, s] += t * sg
            K[s, r] += t * sg
            R[r, s] += t * sg
            R[s, r] -= t * sg
            side = V * t * sg * (occ[j - 1] + occ[(j + 2) % L])[s]
            S[r, s] += side
            S[s, r] -= side
            r, s, sg = hop((j + 1) % L, (j - 1) % L)
            S[r, s] -= t**2 * sg
            S[s, r] += t**2 * sg
        diag = V * sum(occ[j] * occ[(j + 1) % L] for j in range(L))
        E, U = np.linalg.eigh(-K + np.diag(diag))
        R, S = U.T @ R @ U, U.T @ S @ U
        same = np.abs(E[:, None] - E[None, :]) < 1e-9 * t
        sectors.append(dict(E=E, J2=R**2, ov=(R * S).sum(1),
                            ee=(S**2).sum(1), deg=(R**2 * same).sum(1),
                            kin=np.sum(U * (K @ U), axis=0)))
    return sectors


def thermal(data, beta, n):
    """Grand-canonical level weights at fixed mean density n."""
    L = len(data) - 1
    base = min(d["E"].min() for d in data)
    number = np.arange(L + 1)
    logz = np.array([logsumexp(-beta * (d["E"] - base)) for d in data])

    def excess(alpha):
        x = logz + alpha * number
        return np.exp(x - logsumexp(x)) @ number - n * L

    alpha = brentq(excess, -80, 80, xtol=1e-13)
    total = logsumexp(logz + alpha * number)
    return [np.exp(-beta * (d["E"] - base) + alpha * N - total)
            for N, d in enumerate(data)]


def mean(data, p, key):
    return sum(w @ d[key] for w, d in zip(p, data)) / (len(data) - 1)


def canonical_average(data, p, beta, tau):
    """(A;A)/L for A = time average of J over tau; tau = 0 gives (J;J)/L."""
    total = 0.0
    for w, d in zip(p, data):
        gap = d["E"][None, :] - d["E"][:, None]
        x = beta * gap
        small = np.abs(x) < 1e-10
        safe = np.where(small, 1.0, x)
        kubo = np.where(small, 1.0, -np.expm1(-safe) / safe)
        window = np.sinc(gap * tau / (2 * np.pi))**2
        total += np.sum(w[:, None] * kubo * d["J2"] * window)
    return total / (len(data) - 1)


def bound(data, beta, n):
    p = thermal(data, beta, n)
    return beta / 2 * mean(data, p, "ov")**2 / mean(data, p, "ee")


def ring_drude(data, beta, n):
    return beta / 2 * mean(data, thermal(data, beta, n), "deg")


# time average by direct quadrature of operators against the spectral formula
beta1, mu1, tau1 = 0.8, 0.5, 6.0
N6 = sum(dens) + L6 / 2 * np.eye(2**L6)
G6 = beta1 * (H6 - mu1 * N6)
Z6 = np.real(np.trace(expm(-G6)))
n6 = np.real(np.trace(expm(-G6) @ N6)) / Z6 / L6
nodes, weights = np.polynomial.legendre.leggauss(60)
A6 = np.zeros_like(J6)
for x, w in zip(nodes, weights):
    step = expm(1j * H6 * tau1 * (x + 1) / 2)
    A6 += w / 2 * step @ J6 @ dag(step)
AA = AQ = 0.0
nodes, weights = np.polynomial.legendre.leggauss(20)
for x, w in zip(nodes, weights):
    u = (x + 1) / 2
    left = expm(-(1 - u) * G6) @ A6 @ expm(-u * G6)
    AA += w / 2 * np.real(np.trace(left @ A6)) / Z6 / L6
    AQ += w / 2 * np.real(np.trace(left @ JE6)) / Z6 / L6
data6 = chain(L6, t1, V1)
p6 = thermal(data6, beta1, n6)
assert abs(AA - canonical_average(data6, p6, beta1, tau1)) < 1e-8
assert abs(AQ - mean(data6, p6, "ov")) < 1e-8
assert AA >= AQ**2 / mean(data6, p6, "ee")

# ---------- worked example ----------
t, V, kT, a, n = 0.010, 0.015, 0.025, 4.0, 0.25
beta, q, m = 1 / kT, n * (1 - n), n - 0.5
hbar = const.hbar / const.e            # eV s
kB = const.k / const.e                 # eV/K
print(f"t = {t:.4f} eV, V = {V:.4f} eV, a = {a:.1f} angstrom")
print(f"kT = {kT:.4f} eV (T = {kT / kB:.0f} K), density n = {n:.2f}")
print(f"relative norm [H,JE], 6 sites, t=1, V=0.7: {conservation_error:.1e}")
print(f"relative norm [H,J], same ring: {current_change:.3f}")

sizes = (8, 10, 12)
rings = {L: chain(L, t, V) for L in sizes}
B = {}
for L in sizes:
    data = rings[L]
    p = thermal(data, beta, n)
    B[L], D = bound(data, beta, n), ring_drude(data, beta, n)
    kinetic = mean(data, p, "kin")
    curvature = kinetic - beta * canonical_average(data, p, beta, 0.0)
    assert D >= B[L] > 0
    print(f"L={L}: B = {B[L]:.6e} eV, ring D = {D:.6e} eV")
    print(f"L={L}: flux curvature / kinetic term = {curvature / kinetic:.1e}")
assert abs(curvature / kinetic) < 1e-3
shift = B[12] / B[10] - 1
assert abs(shift) < 1e-3
big = rings[12]
p = thermal(big, beta, n)
print(f"relative shift of B from L=10 to 12: {shift:.1e}")
print(f"<J JE>/L = {mean(big, p, 'ov'):.5e} eV^3 (L=12)")
print(f"<JE^2>/L = {mean(big, p, 'ee'):.5e} eV^4 (L=12)")
print(f"B times a = {B[12] * a:.5e} eV angstrom (L=12)")
hot = beta / 2 * overlap_hot(t, V, n)**2 / norm_hot(t, V, n)
print(f"leading high-T formula for B at this kT: {hot:.5e} eV")

for fs in (100, 500, 2000):
    value = beta / 2 * canonical_average(big, p, beta, fs * 1e-15 / hbar)
    assert value >= B[12]
    print(f"average over {fs} fs: (beta/2L)(A;A) = {value:.5e} eV (L=12)")

# first correction in beta at fixed density, by central difference
b = 0.01 / t
ovs = [mean(rings[8], thermal(rings[8], s * b, n), "ov") for s in (1, -1)]
slope = (ovs[0] - ovs[1]) / (2 * b)
slope_formula = 4 * t**2 * m * q * (t**2 + 2 * V**2 * q)
assert abs(slope / slope_formula - 1) < 3e-3   # cubic terms in beta remain
print(f"d(<J JE>/L)/d beta at beta=0: {slope:.5e} eV^4 (numerical)")
print(f"same from formula: {slope_formula:.5e} eV^4")

# density dependence and half filling
for dens_value in (0.10, 0.25, 0.40, 0.45):
    value = bound(big, beta, dens_value)
    assert value > 0
    print(f"n = {dens_value:.2f}: B = {value:.4e} eV (L=12)")
for temperature in (0.01, 0.025, 0.1, 1.0):
    ph = thermal(big, 1 / temperature, 0.5)
    ratio = abs(mean(big, ph, "ov") / mean(big, p, "ov"))
    assert ratio < 1e-8
print(f"B/B(n=0.25) at n = 0.50, kT = {kT} eV: "
      f"{bound(big, beta, 0.5) / B[12]:.1e}")
for L in sizes:
    D_half = ring_drude(rings[L], beta, 0.5)
    assert D_half > 0
    print(f"n = 0.50, L={L}: ring D = {D_half:.5e} eV")

# temperature dependence for repulsion
for temperature in np.geomspace(0.01, 10, 25):
    assert mean(big, thermal(big, 1 / temperature, n), "ov") * m > 0
for temperature in (0.01, 0.05, 0.1, 1.0):
    value = bound(big, 1 / temperature, n)
    lead = overlap_hot(t, V, n)**2 / norm_hot(t, V, n) / (2 * temperature)
    print(f"kT = {temperature:.3f} eV: B = {value:.4e} eV, "
          f"B/leading = {value / lead:.4f}")
lead = overlap_hot(t, V, n)**2 / norm_hot(t, V, n) / 20
assert abs(bound(big, 0.1, n) / lead - 1) < 0.01

# attraction: the overlap changes sign at one temperature
V_att = -0.005
roots = []
for L in (8, 10):
    att = chain(L, t, V_att)
    root = brentq(lambda x: mean(att, thermal(att, 1 / x, n), "ov"),
                  0.006, 0.2, xtol=1e-12)
    roots.append(root)
    D_root = ring_drude(att, 1 / root, n)
    assert bound(att, 1 / root, n) < 1e-8 * D_root and D_root > 0
    print(f"V = {V_att} eV, L={L}: overlap zero at kT = {root:.6f} eV")
assert abs(roots[1] / roots[0] - 1) < 0.02
print(f"ring D at that zero (L=10): {D_root:.4e} eV")
estimate = (t**2 + 2 * V_att**2 * q) / abs(V_att)
print(f"first-order estimate of the zero: kT = {estimate:.6f} eV")

# neglected second-neighbour repulsion: JE is no longer conserved
V2 = 0.0015
h8, _, je8, _, dens8 = ring(fermions(8), t, V)
extra = V2 * sum(dens8[j] @ dens8[(j + 2) % 8] for j in range(8))
JE8 = sum(je8)
change = 1j * comm(sum(h8) + extra, JE8)
w8 = product_state(dens8, n)
rate = np.sqrt(np.real(w8 @ np.diag(change @ change))
               / np.real(w8 @ np.diag(JE8 @ JE8)))
assert rate > 1e-3 * V2
print(f"second-neighbour repulsion V2 = {V2:.4f} eV")
print(f"short-time frequency of JE (beta=0): {rate:.4e} eV")
print(f"corresponding time hbar/frequency: {hbar / rate * 1e15:.0f} fs")
print("tests ok")
```

Printed output:

```
t = 0.0100 eV, V = 0.0150 eV, a = 4.0 angstrom
kT = 0.0250 eV (T = 290 K), density n = 0.25
relative norm [H,JE], 6 sites, t=1, V=0.7: 4.8e-17
relative norm [H,J], same ring: 0.495
L=8: B = 2.922779e-04 eV, ring D = 5.969979e-04 eV
L=8: flux curvature / kinetic term = 3.7e-05
L=10: B = 2.924370e-04 eV, ring D = 5.601785e-04 eV
L=10: flux curvature / kinetic term = -7.1e-07
L=12: B = 2.924333e-04 eV, ring D = 5.573857e-04 eV
L=12: flux curvature / kinetic term = 6.0e-09
relative shift of B from L=10 to 12: -1.3e-05
<J JE>/L = -4.14791e-07 eV^3 (L=12)
<JE^2>/L = 1.17669e-08 eV^4 (L=12)
B times a = 1.16973e-03 eV angstrom (L=12)
leading high-T formula for B at this kT: 1.75325e-04 eV
average over 100 fs: (beta/2L)(A;A) = 7.05990e-04 eV (L=12)
average over 500 fs: (beta/2L)(A;A) = 5.73615e-04 eV (L=12)
average over 2000 fs: (beta/2L)(A;A) = 5.58719e-04 eV (L=12)
d(<J JE>/L)/d beta at beta=0: -3.45684e-09 eV^4 (numerical)
same from formula: -3.45703e-09 eV^4
n = 0.10: B = 2.2971e-04 eV (L=12)
n = 0.25: B = 2.9243e-04 eV (L=12)
n = 0.40: B = 8.4055e-05 eV (L=12)
n = 0.45: B = 2.2961e-05 eV (L=12)
B/B(n=0.25) at n = 0.50, kT = 0.025 eV: 2.4e-32
n = 0.50, L=8: ring D = 7.09450e-04 eV
n = 0.50, L=10: ring D = 4.67213e-04 eV
n = 0.50, L=12: ring D = 5.63318e-04 eV
kT = 0.010 eV: B = 1.0145e-03 eV, B/leading = 2.3145
kT = 0.050 eV: B = 1.1564e-04 eV, B/leading = 1.3191
kT = 0.100 eV: B = 5.0530e-05 eV, B/leading = 1.1528
kT = 1.000 eV: B = 4.4470e-06 eV, B/leading = 1.0146
V = -0.005 eV, L=8: overlap zero at kT = 0.019133 eV
V = -0.005 eV, L=10: overlap zero at kT = 0.019149 eV
ring D at that zero (L=10): 7.0002e-04 eV
first-order estimate of the zero: kT = 0.021875 eV
second-neighbour repulsion V2 = 0.0015 eV
short-time frequency of JE (beta=0): 9.1856e-04 eV
corresponding time hbar/frequency: 717 fs
tests ok
```
